The Freysoldt-Neugebauer-Van de Walle correction for charged defects in supercells

**Result**

A defect of charge q is computed in a periodic cell of volume Ω, with a uniform compensating charge. Its energy E_per differs from the energy E_iso of the same defect alone in an infinite crystal. Under the assumptions below,

E_iso = E_per − E_lat − qP, up to terms of order 1/Ω².   (1)

E_lat is the artificial lattice energy of a simple model charge in a uniform dielectric. P is the constant reached, far from the defect, by the supercell potential minus the periodic model potential. To the same order P = −Δ, where Δ is the cell-averaged short-range potential, so the correction added to E_per is −E_lat + qΔ.

**Conventions and assumptions**

Hartree atomic units are used, and q > 0 means missing electrons. Potentials are those felt by a positive charge, averaged over atomic oscillations, with the perfect host's potential subtracted. With electron potential energies the plateau is P_el = −P, and −qP becomes +qP_el.

(A1) The crystal responds linearly, with a local dielectric function ε(r). It may take any form near the defect and equals the host value ε₀ near the cell boundary.

(A2) The unscreened defect charge ρ(r), of total q, lies inside one cell. So does the model charge ρ_m(r), also of total q, which is a Gaussian of width σ centred on the defect.

(A3) On the cell boundary the isolated defect potential and its normal derivative equal those of the model. There the periodic potentials differ by a constant P and have equal normal derivatives.

(A4) Energies other than electrostatic ones are the same in the supercell and in the infinite crystal.

A3 is an idealization. A defect with a dipole moment or a strongly nonspherical core has power-law tails, and then the plateau is only approximately flat. A dipole also spoils the order of convergence: in a cubic cell with uniform ε₀, an unscreened dipole p about the model centre leaves an error of about −2πp²/(3ε₀Ω) in the corrected energy, which falls only as 1/Ω. A dielectric core displaced from the centre of the charge has a similar effect, through the dipole it induces. A quadrupole can also leave an error of order 1/Ω in a noncubic cell, where it interacts with the nonspherical part of the lattice potential. In a cubic cell with uniform ε₀ that part vanishes to this order, and the error of a quadrupole falls as L⁻⁵, still more slowly than 1/Ω².

The isolated potential V vanishes at infinity. The periodic potential Ṽ has zero cell average. With n_b = −q/Ω they obey, inside the cell,

∇·(ε∇V) = −4πρ,
∇·(ε∇Ṽ) = −4π(ρ + n_b).   (2)

The energies are E_iso = ½∫ρV and

E_per = ½∫_Ω(ρ + n_b)Ṽ = ½∫_ΩρṼ.   (3)

The last step holds because n_b is uniform and Ṽ averages to zero. Omitting the G = 0 Fourier component in a supercell calculation therefore amounts to adding the background.

Let V_lr and Ṽ_lr be the isolated and periodic potentials of ρ_m in the uniform medium ε₀, with the same conventions. The separation is

V = V_lr + V_sr,  Δ = (1/Ω)∫V_sr d³r,
E_lat = ½∫ρ_m(Ṽ_lr − V_lr) d³r.   (4)

Both V and V_lr approach q/(ε₀r). Their Coulomb tails cancel in V_sr, which is why its integral is finite.

**Lemma 1 (lattice energy)**

For the Gaussian model charge,

E_lat = (2πq²/ε₀Ω) Σ_{G≠0} exp(−σ²G²)/G² − q²/(2√π ε₀σ).   (5)

In a cubic cell of edge L, with negligible overlap between neighbouring Gaussians, this becomes

E_lat = −αq²/(2ε₀L) + 2πq²σ²/(ε₀Ω).   (6)

Proof. The Fourier transform of ρ_m is q exp(−σ²k²/2). Poisson's equation multiplies it by 4π/(ε₀k²), and the energy contains a second factor of the transform. The periodic energy is thus (1/2Ω)Σ_{G≠0} 4πq² exp(−σ²G²)/(ε₀G²), the first term of (5). For the isolated charge, the sum over G divided by Ω becomes an integral over d³k/(2π)³:

½∫[d³k/(2π)³] 4πq² exp(−σ²k²)/(ε₀k²)
= (q²/πε₀)∫₀^∞ exp(−σ²k²) dk
= q²/(2√π ε₀σ).

For (6), consider first a point charge. Its periodic potential minus its isolated potential is smooth in the cell, and its Laplacian is −4πn_b/ε₀ = 4πq/(ε₀Ω). Cubic symmetry then gives

−αq/(ε₀L) + 2πqr²/(3ε₀Ω) + terms that average to zero over a sphere.

The constant term defines the Madelung constant α. Smearing both the source and the charge that feels it replaces r² by its mean over the difference of two Gaussian positions, which is 3·2σ² = 6σ². Multiplication by ½q gives (6). ∎

The first term of (6) is negative because each charge sits in a background of opposite sign. The second appears because a wide charge samples the rising parabola.

**Lemma 2 (energy identity)**

Under A1 to A3,

E_per − E_iso = E_lat + ½q(P − Δ).   (7)

Proof. Multiply the second equation of (2) by V and the first by Ṽ, subtract, and integrate over the cell. On the left, the terms ε∇V·∇Ṽ cancel and the divergence theorem leaves a surface term S:

S = ∮ε₀(V∂_nṼ − Ṽ∂_nV)dA
= −4π[∫ρV + n_b∫_ΩV − ∫ρṼ].

Hence

∫ρṼ − ∫ρV = n_b∫_ΩV + S/4π.   (8)

The left side is 2(E_per − E_iso). The model obeys the same relation with V_lr, Ṽ_lr and left side 2E_lat. Subtract the model relation from (8). The volume terms give n_b∫V_sr = −qΔ. On the surface A3 sets V = V_lr, Ṽ = Ṽ_lr + P and makes the normal derivatives equal, so that only the constant survives:

−(P/4π)∮ε₀∂_nV dA = −(P/4π)(−4πq) = qP.

The flux is that of Gauss's law. Therefore 2(E_per − E_iso − E_lat) = −qΔ + qP, which is (7). ∎

No symmetry of the cell was used. For a symmetric dielectric tensor, used for the model as well, the algebra is unchanged if ε∂_nV is replaced by the normal component of ε∇V. A3 is then harder to satisfy, however. In an anisotropic host, the potentials of two spherical charges of different widths differ by a tail falling as 1/r³, so the plateau is only approximately flat and the model width need not drop out exactly.

**Lemma 3 (origin of the alignment constant)**

Write, inside the cell,

Ṽ − Ṽ_lr = V_sr + P + U,   (9)

where U vanishes at the boundary. Then P = −Δ − ⟨U⟩, with ⟨U⟩ the cell average of U. For a core of radius about a, ⟨U⟩ is of order a⁵/Ω².

Proof. The left side of (9) has zero average, so 0 = Δ + P + ⟨U⟩. To find the size of U, define the artificial potentials A = Ṽ − V and A_lr = Ṽ_lr − V_lr. By (9), U = A − A_lr − P. Subtracting the equations in (2) removes ρ:

∇·(ε∇A) = 4πq/Ω,  ε₀∇²A_lr = 4πq/Ω.

Subtracting these in turn gives

∇·(ε∇U) = −∇·[(ε − ε₀)∇A_lr].

The source of U lies where the core differs from the host. By inversion symmetry of the lattice of model charges, ∇A_lr vanishes at the centre and grows as qr/Ω. Thus U is of order a²/Ω in a region of volume about a³. Its cell average carries another factor a³/Ω. ∎

**Theorem**

Under A1 to A3,

E_per − E_lat − qP = E_iso + ½q⟨U⟩.   (10)

Proof. By (7), the left side minus E_iso is ½q(P − Δ) − qP = −½q(P + Δ). Lemma 3 turns this into ½q⟨U⟩. ∎

Dropping the small last term gives (1). To this order the alignment energy ½q(P − Δ) in (7) equals −qΔ = n_b∫V_sr d³r, the interaction of the uniform background with the short-range potential. It appears as two nearly equal halves only because (3) writes the energy as ½∫ρṼ, with the zero of Ṽ fixed by its cell average. The energy of the neutral cell, defect plus background, does not depend on that choice of zero.

**The leading leftover**

For a spherical core in a cubic cell, the radial part of ∇·(ε∇A) = 4πq/Ω integrates to r²εA′ = (4πq/Ω)r³/3. The model has ε₀ in place of ε, so

U′ = (4πqr/3Ω)(1/ε − 1/ε₀).

Integrating by parts, with U = 0 outside the core,

∫U d³r = −(4π/3)∫r³U′dr
= −(16π²q/9Ω)∫r⁴(1/ε − 1/ε₀)dr.

Division by Ω and multiplication by ½q give

leftover = −(8π²q²/9Ω²)∫r⁴(1/ε − 1/ε₀)dr.   (11)

It falls as L⁻⁶ and is negative for a core that screens less than the host. The nonspherical response of the core has been neglected here.

**A uniform medium, and why σ drops out**

Let ε = ε₀ everywhere, so that U = 0 and (1) has no leftover within A1 to A3. Let M = ∫ρr²d³r, and let M_m = 3qσ² be the same moment of the model. For small k the angular average of the transform of ρ is q − k²M/6. The integral of V_sr is its k → 0 Fourier component, hence

Δ = (1/Ω) lim_{k→0} (4π/ε₀k²)[−k²(M − M_m)/6]
= −2π(M − M_m)/(3ε₀Ω).

In a cubic cell the second term of (6) equals 2πqM_m/(3ε₀Ω). In E_lat − qΔ the model moment cancels:

E_per − E_iso = −αq²/(2ε₀L) + 2πqM/(3ε₀Ω).

This is the Makov-Payne form. With a nonuniform core the same cancellation occurs, because a change of σ alters V_sr only through V_lr, which belongs to the uniform medium. The width is a computational choice, provided the model charge stays inside the cell.

**Alignment and the formation energy**

The reference for P must be the perfect host, because the removed electrons enter a reservoir whose energy is measured from the host's average potential. If Ṽ_q and Ṽ_0 are the potentials of the charged and neutral defects relative to the host,

Ṽ_q − Ṽ_lr = (Ṽ_q − Ṽ_0 − Ṽ_lr) + Ṽ_0,

so the plateaus add: P_{q/b} = P_{q/0} + P_{0/b}, with b denoting the bulk host. A neutral defect has no Coulomb tail, but the integral of its potential need not vanish. It then shifts the potential zero by P_{0/b}. Using P_{q/0} alone leaves an error qP_{0/b} in the energy.

With n_i atoms of chemical potential μ_i added, E_v the host valence-band edge relative to the host's average potential, and E_F the Fermi energy above E_v, assumption A4 gives

E_f = E_per(defect) − E_host − Σn_iμ_i + q(E_v + E_F) − E_lat − qP.   (12)

Here E_per(defect) and E_host are the total energies of the two supercells. The sign of the last term can be read directly: if the far region lies below the host zero, P < 0, the positive defect was assigned too low an energy, and −qP restores it.

**A doubly charged vacancy**

The example is a continuum model in the regime of an oxygen vacancy in hafnium dioxide, an insulator used in resistive memories. It is not a density-functional calculation. Lengths are in nm and energies in eV, so every product of two charges carries k = 1.43996 eV nm. The parameters are q = 2 and

ε(r) = 20 − 12 exp[−(r/0.15)²].

The added charge has width 0.09 nm and the model charge 0.10 nm. The neutral defect carries Gaussians of charge +3 and −3 with widths 0.07 and 0.11 nm.

The isolated energy follows from Gauss's law. If Q(r) is the charge within r, then V′ = −kQ/(εr²), and integration by parts of ½∫Q′V dr gives

E_iso = ½k∫₀^∞Q²/(εr²)dr = 2.23503 eV.

The supercell energy was obtained separately, by solving the second equation of (2) on a grid. For L = 1.02 nm, Ω = 1.0612 nm³, and (6) gives

E_lat = −2.8373 × 1.43996 × 4/(2 × 20 × 1.02) + 2π × 1.43996 × 4 × 0.01/(20 × 1.0612)
= −0.40055 + 0.01705 = −0.38350 eV.

The short-range integral, 0.01585 V nm³, gives Δ = 0.0149 V. The plateau, averaged on the grid over the region outside the sphere inscribed in the cell, is P = −0.01486 V. Hence

E_per − E_lat − qP = 1.82174 + 0.38350 + 0.02972 = 2.23496 eV.

The raw supercell energy is 0.413 eV below the isolated one. The lattice term alone leaves −0.0298 eV, and the full correction leaves −0.074 meV, against −0.077 meV from (11). At L = 1.53 nm these three errors are −0.271 eV, −0.0088 eV and −0.0067 meV; the last is predicted as −0.0068 meV. From the first cell to the second, the error of the lattice term alone falls by a factor of 3.4, as 1/Ω requires, and the leftover by about 11, close to 1.5⁶ = 11.4. In the 1.02 nm cell the far potential difference still varies by 1.4 × 10⁻⁵ V, so the leftover depends on where P is read: it is −0.072 meV with P taken at the cell corner and −0.109 meV at a face centre. In the 1.53 nm cell these values are −0.0067 and −0.0072 meV. These small leftovers test the electrostatics of the model, not the accuracy of a real defect energy.

In the 1.53 nm cell, changing the model width from 0.06 to 0.12 nm changes E_lat by 0.0055 eV and the full correction by less than 10⁻¹¹ eV. In the 1.02 nm cell the neutral defect has a plateau of −0.0112 V. Aligning to it instead of to the host gives an error of −0.0224 eV, which is 2 × (−0.0112) eV plus the small leftover.

The correction can fail when A2 fails. With the added charge widened to 0.30 nm in the 1.02 nm cell, and the model charge unchanged, the far potential difference varies by 0.041 V. With P averaged over the region outside the sphere inscribed in the cell, the corrected energy is then 0.025 eV above the isolated energy of that same broad charge. Since q times the variation is 0.08 eV, this error depends strongly on where P is read. A plateau that is not flat is thus a warning that no single P is defined.

**Comparison with the real material**

A static ε near 20 is a rough value for hafnium dioxide, and a supercell edge near 1 nm is about two of its lattice constants; the core and charge widths are illustrative. The largest uncertainty is which ε applies. If the ions are held fixed, only electrons screen. With a rough ε of 5, the point-charge lattice energy changes from −0.40 to −1.60 eV. The static value belongs to relaxed ions.

Other uncertainties and neglected effects, for the 1.02 nm cell, are smaller:

- Dielectric anisotropy: a tensor with diagonal 16, 20, 24 changes the point-charge energy by about 0.001 eV. Its effect on the plateau is larger. With this tensor uniform throughout the cell and used for the model as well, the same charges give a far potential difference that varies by about 0.015 V. The corrected energy is then off by +0.0015 eV with P averaged outside the inscribed sphere, but by −0.018 eV with P read at the face centre on the axis with ε = 24.
- An uncertain host constant: lowering ε₀ by 10 percent everywhere makes that energy 0.045 eV more negative. Saturation in the strong field near the core is a different effect, because it changes mainly the short-range potential and not the host value that enters E_lat, provided the response is still linear near the cell boundary.
- Elasticity: a fixed cell resists the volume change ΔV that the defect would cause, at a cost ½B(ΔV)²/Ω relative to a cell free to change its volume. Rough inputs B = 200 GPa and |ΔV| = 0.01 nm³ give 0.059 eV. Relative to the isolated defect in an infinite crystal, whose shear stiffness also resists the expansion or contraction, the cost is smaller, but still comparable with the alignment term.

The defect's own field at half the cell edge is 5.5 MV/cm, already of the order of the fields at which such oxide films break down, and it rises to roughly 100 MV/cm at the core radius, far above them. That the response stays linear in such fields is assumed here, not tested, and near the core of a real defect it is doubtful. The artificial field of the model lattice, with ε₀ everywhere, is smaller: its parabolic part alone gives 0.85 MV/cm at the core radius, and the full value varies somewhat with direction.

For dilute vacancies in equilibrium at 900 K, with fixed chemical potentials and Fermi level, the raw error of 0.413 eV would overestimate the population by a factor of about 200. In a conducting filament, where vacancies lie close together, the isolated-defect energy is no longer the quantity required, and their mutual interaction must be computed explicitly.

In a third cell, L = 2.04 nm, the raw error is −0.202 eV, the lattice term alone leaves −0.0037 eV, and the full correction leaves −0.0012 meV, as (11) predicts.

Numbers as computed

```
Coulomb constant k = 1.43996 eV nm
charge q = 2 e; host eps = 20; core eps = 8
core radius = 0.15 nm; defect charge width = 0.09 nm
model charge width = 0.10 nm
neutral pattern (charge in e, width in nm): [(3.0, 0.07), (-3.0, 0.11)]
cubic Madelung constant = 2.83730
isolated energy = 2.23503 eV
short-range potential integral = 0.01585 V nm^3
cell edge 1.02 nm, volume 1.0612 nm^3:
  supercell energy = 1.82174 eV
  raw error = -0.41329 eV
  lattice energy = -0.38350 eV
  plateau P = -0.01486 V; Delta = 0.01493 V
  plateau spread = 1.4e-05 V
  error with lattice term only = -0.02979 eV
  fully corrected energy = 2.23496 eV
  leftover = -0.0744 meV; predicted -0.0774 meV
cell edge 1.53 nm, volume 3.5816 nm^3:
  supercell energy = 1.96421 eV
  raw error = -0.27082 eV
  lattice energy = -0.26198 eV
  plateau P = -0.00442 V; Delta = 0.00443 V
  plateau spread = 2.5e-07 V
  error with lattice term only = -0.00884 eV
  fully corrected energy = 2.23502 eV
  leftover = -0.0067 meV; predicted -0.0068 meV
cell edge 2.04 nm, volume 8.4897 nm^3:
  supercell energy = 2.03315 eV
  raw error = -0.20188 eV
  lattice energy = -0.19814 eV
  plateau P = -0.00187 V; Delta = 0.00187 V
  plateau spread = 1.5e-08 V
  error with lattice term only = -0.00373 eV
  fully corrected energy = 2.23503 eV
  leftover = -0.0012 meV; predicted -0.0012 meV
model width 0.06 to 0.12 nm, cell 1.53 nm:
  lattice energy changes by 0.00546 eV
  full correction changes by 5.1e-12 eV
further results for the 1.02 nm cell:
neutral-defect plateau = -0.01119 V
error if aligned to neutral defect = -0.02245 eV
broad charge, width 0.30 nm: error 0.0249 eV, spread 0.0412 V
point-charge lattice energy = -0.4005 eV
  with eps tensor [16.0, 20.0, 24.0]: -0.4017 eV
  with clamped-ion eps 5: -1.6022 eV
  change if eps is 10 percent lower: -0.0445 eV
bulk modulus 200 GPa, relaxation volume 0.010 nm^3
  fixed-volume elastic energy = 0.0588 eV
defect's own field at half the edge = 5.54 MV/cm
artificial field at core radius = 0.85 MV/cm
population factor of raw error at 900 K = 206
```
